# Symmetry filtering and the thickness dependence of tunnelling magnetoresistance

## The problem

Two identical thick ferromagnetic electrodes are separated by a crystalline barrier that fills $0<x<d$. Electrons tunnel coherently at zero temperature and vanishing bias, with zero wave vector parallel to the interfaces. The whole structure has a fourfold axis along $x$ and mirror planes containing that axis. The magnetizations are parallel (P) or antiparallel (AP), and spin is conserved.

Two kinds of state matter at the Fermi energy $E_F$. A $\Delta_1$ state is unchanged by every rotation about $x$ and every mirror containing $x$ that the crystal allows. The $\Delta_5$ states come as two partners that transform like the transverse coordinates $y$ and $z$. In the electrodes:

- $\Delta_1$ propagates for majority spin, with kinetic energy $E_1$ above its band bottom. For minority spin its band bottom lies $\phi_m$ above $E_F$.
- Both $\Delta_5$ partners propagate for both spins, with the same kinetic energy $E_5$.

In the barrier the two symmetries see heights $\phi_1$ and $\phi_5$ above $E_F$, with $\phi_1<\phi_5$. Each envelope function obeys a one-dimensional Schrödinger equation with the free-electron mass $m$ everywhere.

(a) Show that $\Delta_1$ and $\Delta_5$ scatter independently.

(b) Find the transmission probability of one channel that propagates on both sides.

(c) Find $G_P$, $G_{AP}$ and the magnetoresistance $\mathrm{TMR}=(G_P-G_{AP})/G_{AP}$.

(d) How does the TMR depend on $d$ for a thick barrier, and how large is the error of that law for a thin one?

(e) Evaluate the results for $E_1=3.0$, $E_5=1.0$, $\phi_1=1.0$, $\phi_5=1.5$ and $\phi_m=0.5$ eV. These are round model parameters.

## Hints

1. For (a), apply a half-turn about $x$ to the matrix element of the Hamiltonian between the two kinds of state.
2. For (b), start from the outgoing wave on the right and work back to the left face. One combination of $\psi(0)$ and $\psi'(0)$ removes the reflected wave.
3. For (c), follow one spin direction at a time. In the AP state an electron that leaves a majority electrode arrives in a minority one. What current does a decaying exponential carry?
4. For (d), write the transmission in terms of $X=e^{-2\kappa d}$ before approximating anything.

## Solution

### (a) Why the channels separate

Let $R$ be the half-turn about $x$, which sends $(y,z)$ to $(-y,-z)$. It is the quarter-turn applied twice, so it commutes with the Hamiltonian: $R^\dagger HR=H$. A $\Delta_1$ state is even under it and a $\Delta_5$ state is odd, so

$$\langle 1|H|5\rangle=\langle 1|R^\dagger HR|5\rangle=(+1)(-1)\langle 1|H|5\rangle .$$

A number equal to its own negative is zero. The two $\Delta_5$ partners are also uncoupled from each other: the mirror $y\to-y$ reverses one and leaves the other unchanged, so the same argument applies. The quarter-turn exchanges them up to a sign, so they have equal transmissions.

A numerical check with a transverse potential made of random values plus a sine term, which couples the two kinds of state, shows what the symmetry does. After averaging over the four rotations, the normalized coupling is $3.5\times10^{-18}$, which is zero to rounding. A potential without the symmetry gives 0.668.

The argument needs zero in-plane wave vector. A half-turn sends $\mathbf k_\parallel$ to $-\mathbf k_\parallel$, so for a general nonzero $\mathbf k_\parallel$ it relates two different scattering problems and forbids nothing within either one. Below, $G$ therefore means the contribution of $\mathbf k_\parallel=0$ alone. The law for this contribution need not survive the sum over $\mathbf k_\parallel$ in a complete junction. Suppose, for example, that the interface mixing of Variation 2 grows in proportion to $k_\parallel$, so that the converted fraction $\eta$ goes as $k_\parallel^2$. A thick barrier weights the states by about $e^{-k_\parallel^2d/\kappa_1}$, the mean of $k_\parallel^2$ is about $\kappa_1/d$, and the summed TMR grows only linearly with $d$, not exponentially.

### (b) Transmission of one channel

Let $E$ be the kinetic energy in the electrodes and $\phi$ the barrier height above $E_F$. The wave number and the decay constant are

$$k=\frac{\sqrt{2mE}}{\hbar},\qquad \kappa=\frac{\sqrt{2m\phi}}{\hbar}.$$

Here $\kappa$ describes the decay of the wave function; probabilities decay with $2\kappa$. Outside the barrier,

$$\psi=e^{ikx}+re^{-ikx}\quad(x<0),\qquad \psi=te^{ik(x-d)}\quad(x>d).$$

At the right face $\psi(d)=t$ and $\psi'(d)=ikt$. The solution of $\psi''=\kappa^2\psi$ with these values is

$$\psi(x)=t\left[\cosh\kappa(x-d)+\frac{ik}{\kappa}\sinh\kappa(x-d)\right].$$

Write $c=\cosh\kappa d$ and $s=\sinh\kappa d$. Since sinh is odd, the left face has

$$\psi(0)=t\left[c-\frac{ik}{\kappa}s\right],\qquad \psi'(0)=t\left[ikc-\kappa s\right].$$

The waves on the left give $\psi(0)=1+r$ and $\psi'(0)=ik(1-r)$. The sum $\psi(0)+\psi'(0)/(ik)$ equals 2 and contains no $r$. With $-\kappa/(ik)=i\kappa/k$,

$$2=t\left[2c+i\left(\frac{\kappa}{k}-\frac{k}{\kappa}\right)s\right].$$

The electrodes have the same $k$, so the transmission probability is $T=|t|^2$. Taking the squared modulus and using $c^2=1+s^2$,

$$\frac1T=c^2+\frac14\left(\frac{\kappa}{k}-\frac{k}{\kappa}\right)^2s^2
=1+\left[1+\frac14\left(\frac{\kappa}{k}-\frac{k}{\kappa}\right)^2\right]s^2 .$$

The square bracket equals $\frac14(\kappa/k+k/\kappa)^2$, because adding 1 changes the cross term from $-\frac12$ to $+\frac12$. Hence

$$\frac1T=1+\left(\frac{k^2+\kappa^2}{2k\kappa}\right)^2\sinh^2\kappa d .$$

To expose the exponential, define

$$B=\frac{16E\phi}{(E+\phi)^2},\qquad X=e^{-2\kappa d}.$$

Since $k^2\propto E$ and $\kappa^2\propto\phi$ with the same constant, the factor in front of $\sinh^2\kappa d$ is $(E+\phi)^2/(4E\phi)=4/B$. Also $\sinh^2\kappa d=(1-X)^2/(4X)$. Therefore

$$\frac1T=1+\frac{(1-X)^2}{BX}=\frac{BX+1-2X+X^2}{BX},$$

$$T=\frac{BX}{1+(B-2)X+X^2}.$$

No approximation has been made within the model. For $\kappa d\gg1$ the denominator tends to 1 and $T\to Be^{-2\kappa d}$. Direct integration of the Schrödinger equation agrees with the full formula to within one part in $10^6$ for both symmetries at $d=0.1$, 0.5, 1 and 2 nm.

### (c) Conductances

First consider $\Delta_1$ in the AP state. An electron from the majority electrode finds no propagating $\Delta_1$ state on the other side. Its wave there is

$$\psi=te^{-q(x-d)},\qquad q=\frac{\sqrt{2m\phi_m}}{\hbar}.$$

The probability current is $(\hbar/m)\,\mathrm{Im}(\psi^*\psi')$. Here $\psi^*\psi'=-q|\psi|^2$ is real, so the current vanishes. A stationary state has the same current everywhere, so the electron is totally reflected. The opposite spin starts in a minority electrode, where there is no incident $\Delta_1$ wave. In the AP state $\Delta_1$ thus contributes nothing.

This result relies on thick electrodes. Suppose that a minority layer of finite thickness $L$ is followed by a metal in which $\Delta_1$ propagates. The wave inside the layer is $\alpha e^{-qx'}+\beta e^{qx'}$, with $x'$ measured from its entrance. Matching at the exit makes the two terms comparable there, so for $qL\gg1$ the amplitude at the exit scales as $e^{-qL}$ and the transmitted current as $e^{-2qL}$. For the parameters in (e), integration gives a leak rate of 7.246 nm$^{-1}$, against $2q=7.245$ nm$^{-1}$. Once $qL\gg1$, the leak thus falls by a factor $e$ for every further $1/(2q)=0.138$ nm of electrode. The electrode must be thick enough to make the leak small compared with the $\Delta_5$ current in the AP state. Since that current falls faster with $d$ than the $\Delta_1$ current, a thicker barrier needs a thicker electrode.

At zero temperature and vanishing bias, each spin-resolved channel contributes $(e^2/h)T$. In the P state the majority spin has one $\Delta_1$ channel and two $\Delta_5$ channels, and the minority spin has two $\Delta_5$ channels:

$$G_P=\frac{e^2}{h}\left[(T_1+2T_5)+2T_5\right]=\frac{e^2}{h}(T_1+4T_5).$$

In the AP state each spin has the two $\Delta_5$ channels:

$$G_{AP}=\frac{e^2}{h}(2T_5+2T_5)=\frac{e^2}{h}\,4T_5 .$$

The $\Delta_5$ terms cancel in the difference, because $T_5$ is the same for both spins and both alignments. What remains is

$$\mathrm{TMR}=\frac{G_P-G_{AP}}{G_{AP}}=\frac{T_1}{4T_5}.$$

Since $R=1/G$, this is the same quantity as $(R_{AP}-R_P)/R_P$. The leakage drops out of the numerator but sets the denominator.

### (d) Dependence on thickness

Inserting the formula for $T$, with $X_i=e^{-2\kappa_i d}$, gives

$$\mathrm{TMR}=\frac{B_1}{4B_5}\,e^{2(\kappa_5-\kappa_1)d}\;
\frac{1+(B_5-2)X_5+X_5^2}{1+(B_1-2)X_1+X_1^2}.$$

When $\kappa_1d\gg1$ and $\kappa_5d\gg1$ the last fraction tends to 1, so

$$\boxed{\mathrm{TMR}\to\frac{B_1}{4B_5}\,e^{2(\kappa_5-\kappa_1)d}}$$

The factor 2 in the exponent comes from squaring amplitudes. The difference of decay constants comes from dividing the filtered current by the leakage current. Both currents fall as the barrier thickens; the ratio grows because $\Delta_5$ falls faster.

The relative corrections are of order $X_1$ and $X_5$. The slower decay belongs to $\Delta_1$, so for a thick barrier $X_1$ gives the leading correction, unless $B_1$ is close to 2. In a very thin barrier both terms matter. At $d=0$ both $X_i$ equal 1, the last fraction becomes $B_5/B_1$, and $\mathrm{TMR}=1/4$. This is channel counting: five open channels in the P state against four in the AP state.

The choice of denominator matters. If the change is divided by $G_P$ instead,

$$\frac{G_P-G_{AP}}{G_P}=\frac{\mathrm{TMR}}{1+\mathrm{TMR}},$$

which cannot exceed 1 and saturates while the TMR still grows.

### (e) Numbers

With $\hbar^2/(2m)=0.03810$ eV nm$^2$, the decay constant of $\Delta_1$ is $\kappa_1=\sqrt{1.0/0.03810}=5.123$ nm$^{-1}$. In the same way $\kappa_5=6.275$, $k_1=8.874$, $k_5=5.123$ and $q=3.623$ nm$^{-1}$. The equality of $k_5$ and $\kappa_1$ reflects the choice $E_5=\phi_1$.

The prefactors are

$$B_1=\frac{16(3.0)(1.0)}{(4.0)^2}=3.00,\qquad B_5=\frac{16(1.0)(1.5)}{(2.5)^2}=3.84,$$

so $B_1/(4B_5)=3.00/15.36=0.1953$. The growth rate is

$$2(\kappa_5-\kappa_1)=2(6.2746-5.1232)=2.303\ \text{nm}^{-1}.$$

One more nanometre multiplies the TMR by $e^{2.303}\approx10.0$. That this is so close to ten is an accident of the chosen heights.

At $d=1$ nm, $T_1=1.065\times10^{-4}$ and $T_5=1.362\times10^{-5}$. Then $G_{AP}=4T_5=5.450\times10^{-5}\,e^2/h$ and $G_P=T_1+G_{AP}=1.610\times10^{-4}\,e^2/h$, which gives

$$\mathrm{TMR}=\frac{1.065\times10^{-4}}{5.450\times10^{-5}}=1.95 .$$

The three thicknesses compare as follows.

| $d$ (nm) | $G_P$ ($e^2/h$) | $G_{AP}$ ($e^2/h$) | TMR |
|---|---|---|---|
| 1 | $1.61\times10^{-4}$ | $5.45\times10^{-5}$ | 1.95 |
| 2 | $3.97\times10^{-9}$ | $1.93\times10^{-10}$ | 19.5 |
| 3 | $1.35\times10^{-13}$ | $6.86\times10^{-16}$ | 195 |

The last value is about 19,500 %. It comes at a price: between 1 and 3 nm, $G_P$ falls by a factor of about $10^9$. Over the same range $(G_P-G_{AP})/G_P$ goes from 0.661 through 0.951 to 0.995, so it hides most of the growth.

At 1 nm the exponential law already agrees with the full expression to better than one part in $10^4$. At 0.1 nm it gives 0.246 instead of 0.265, which is 7 % below the full value. As $d\to0$ it tends to $B_1/(4B_5)=0.195$ instead of 0.25, which is 22 % too low. So thin a barrier serves here to test the algebra; a continuum description of a real barrier is not justified on that scale.

## Variation 1: the leakage decays more slowly

*What changes if the two barrier heights are exchanged, so that $\kappa_1>\kappa_5$?*

The derivation of $\mathrm{TMR}=T_1/(4T_5)$ did not use the order of the decay constants, so this result still holds for thick electrodes. In the thick-barrier law the exponent $2(\kappa_5-\kappa_1)d$ is now negative. The TMR stays positive, since it is a ratio of two transmissions, but it decays towards zero. The matching equations, solved with the heights exchanged, give a slope of $\ln\mathrm{TMR}$ of $-2.303$ nm$^{-1}$ between 3 and 4 nm. If the decay constants were equal, the TMR would tend to the constant $B_1/(4B_5)$.

A majority-only $\Delta_1$ channel is therefore not enough for growth. The barrier must also favour that channel over the leakage.

## Variation 2: interfaces that mix the symmetries

*Each interface now carries a contact term $w\,\delta(x-x_0)$ that couples $\Delta_1$ to one $\Delta_5$ partner. What becomes of the growth?*

With energies measured from $E_F$, the $\Delta_5$ envelope obeys

$$-\frac{\hbar^2}{2m}\psi_5''+V_5\psi_5+w\,\delta(x-x_0)\psi_1=0 .$$

Integrating across the interface gives a jump in slope,

$$\psi_5'(x_0^+)-\psi_5'(x_0^-)=u\,\psi_1(x_0),\qquad u=\frac{2mw}{\hbar^2}.$$

Take a thick barrier and work to lowest order in $u$. At large $d$ the wave that reaches the right face is $\Delta_1$, because $\Delta_5$ has decayed more. Near that face let it be $ae^{-\kappa_1(x-d)}+be^{\kappa_1(x-d)}$, with value $t_1$ at $x=d$. The amplitude $a$ is the same for both alignments, since the part reflected at this face is damped before it reaches the left face.

Continuity requires $a+b=t_1$. The slope condition is $\kappa_1(b-a)=ik_1t_1$ in the P state and $\kappa_1(b-a)=-qt_1$ in the AP state. Eliminating $b$,

$$t_1^{P}=\frac{2\kappa_1a}{\kappa_1-ik_1},\qquad t_1^{AP}=\frac{2\kappa_1a}{\kappa_1+q}.$$

In the AP state this evanescent $\Delta_1$ amplitude feeds a $\Delta_5$ wave, equal to $t_5e^{\kappa_5(x-d)}$ inside the barrier and $t_5e^{ik_5(x-d)}$ in the electrode. The jump condition reads $(ik_5-\kappa_5)t_5=ut_1^{AP}$, so

$$|t_5|^2=\frac{u^2|t_1^{AP}|^2}{\kappa_5^2+k_5^2}.$$

Currents are proportional to wave number times squared amplitude. Relative to the $\Delta_1$ current in the P state, the converted current is

$$\eta=\frac{k_5|t_5|^2}{k_1|t_1^P|^2}
=\frac{u^2k_5(\kappa_1^2+k_1^2)}{k_1(\kappa_5^2+k_5^2)(\kappa_1+q)^2}.$$

The opposite spin runs from the minority to the majority electrode. This is the reversed process in the mirror-image junction, and by time-reversal symmetry of the orbital problem it has the same transmission. The AP state thus gains $2\eta T_1$ in units of $e^2/h$. This term decays with $2\kappa_1$, like $G_P$, and eventually exceeds $4T_5$. Then $G_{AP}/G_P\to2\eta$, and for $\eta\ll1$

$$\mathrm{TMR}\to\frac{1}{2\eta}.$$

For $w=0.02$ eV nm, $u=0.02/0.03810=0.525$ nm$^{-1}$ and

$$\eta=\frac{(0.525)^2(5.123)(5.123^2+8.874^2)}{8.874\,(6.275^2+5.123^2)(5.123+3.623)^2}=0.00333 .$$

The estimated ceiling is 150. Solving the full coupled matching problem at $d=8$ nm gives 148.5, about 1 % lower. Of the gap of 1.7, one unit is the $-1$ dropped from $\mathrm{TMR}=G_P/G_{AP}-1$; the rest comes from corrections of relative order $u^2$ to the two conductances. Halving $w$ raises the ceiling to 599, close to the fourfold increase implied by $\eta\propto w^2$. The computed decay rate of $G_{AP}$ is 10.247 nm$^{-1}$, against $2\kappa_1=10.246$ nm$^{-1}$.

The ideal law reaches the ceiling at

$$d_x=\frac{\ln(148.5/0.1953)}{2.303}=2.88\ \text{nm}.$$

There the direct leakage and the converted current are comparable. Simply adding them would halve the ideal value, to about 74; the full solution gives 70. The two added currents start in different incident channels and do not interfere with each other. What the sum omits is interference within each incident channel: between $\Delta_1$ converted at the left face and $\Delta_1$ converted at the right face, and between direct $\Delta_5$ and $\Delta_5$ converted twice. Its sign follows the relative sign of $w$ at the two faces. With opposite signs the full solution gives 78 instead of 70, while the ceiling at large $d$ is unchanged.

With mixing the TMR is 1.89, 16.6, 79.8, 134 and 146 at 1, 2, 3, 4 and 5 nm. The ideal values at 4 and 5 nm would be 1955 and 19,553. The same interface mixing thus lowers the TMR by only 3 % at 1 nm, but by 93 % at 4 nm. These values are for equal signs of $w$ at the two faces; with opposite signs the loss at 1 nm is 1 %, and that at 4 nm is still 93 %. In this model, exponential growth is confined to barriers thick enough for $X_1\ll1$ and thin enough that $2\eta T_1\ll4T_5$. The numerical output lists these values together with the inputs.

## Table of computed values

```
hbar^2/(2m) = 0.038100 eV nm^2
Electrode kinetic energies: Delta1 3.0, Delta5 1.0 eV
Barrier heights: Delta1 1.0, Delta5 1.5 eV
Minority Delta1 band edge above E_F = 0.5 eV
k1 = 8.8736 1/nm, k5 = 5.1232 1/nm
kappa1 = 5.1232 1/nm, kappa5 = 6.2746 1/nm
q = 3.6226 1/nm, leak length 1/(2q) = 0.1380 nm
Leak rate in minority layer, integrated = 7.2456 1/nm
2q = 7.2453 1/nm
Coupling Delta1-Delta5, fourfold potential = 3.5e-18
Coupling Delta1-Delta5, no symmetry = 0.668
B1 = 3.0000, B5 = 3.8400 (dimensionless)
Prefactor B1/(4 B5) = 0.19531 (dimensionless)
Growth rate 2(kappa5-kappa1) = 2.3028 1/nm
Slope of ln TMR from 2 to 3 nm, computed = 2.3028 1/nm
Slope with barrier heights swapped = -2.3028 1/nm
TMR factor per added nm = 10.002
Thickness for a tenfold TMR = 0.9999 nm
d = 1 nm: T1 = 1.0646e-04, T5 = 1.3624e-05
  G_P = 1.6095e-04, G_AP = 5.4496e-05 e^2/h
  TMR exact = 1.9535, exponential law = 1.9536 (ratio)
  (G_P-G_AP)/G_P = 0.66142
d = 2 nm: T1 = 3.7781e-09, T5 = 4.8337e-11
  G_P = 3.9714e-09, G_AP = 1.9335e-10 e^2/h
  TMR exact = 19.5401, exponential law = 19.5401 (ratio)
  (G_P-G_AP)/G_P = 0.95131
d = 3 nm: T1 = 1.3407e-13, T5 = 1.7150e-16
  G_P = 1.3476e-13, G_AP = 6.8599e-16 e^2/h
  TMR exact = 195.4450, exponential law = 195.4450 (ratio)
  (G_P-G_AP)/G_P = 0.99491
d = 0.1 nm: TMR exact = 0.2654, exponential law = 0.2459
TMR in percent at 3 nm = 19544 %
Interface mixing w = 0.02 eV nm, u = 0.5249 1/nm
eta = 0.00333, estimate 1/(2 eta) = 150.2
TMR ceiling, computed at 8 nm = 148.5 (ratio)
TMR ceiling with w halved = 599.1 (ratio)
Decay rate of G_AP with mixing = 10.2471 1/nm
2 kappa1 = 10.2463 1/nm
Crossing thickness d_x = 2.881 nm
TMR with mixing at d_x = 70.1 (ratio)
d = 1 nm: TMR ideal = 1.95, with mixing = 1.89 (ratio)
d = 2 nm: TMR ideal = 19.54, with mixing = 16.56 (ratio)
d = 3 nm: TMR ideal = 195.44, with mixing = 79.79 (ratio)
d = 4 nm: TMR ideal = 1954.89, with mixing = 134.22 (ratio)
d = 5 nm: TMR ideal = 19553.34, with mixing = 146.04 (ratio)
```
